# Early growth of an electromigration void in a long tensioned line: verification in Python

```python
"""Early growth of a void at the blocked cathode end of a long tensioned line.

Result under test:
    s(t) = (2*sigma0/B)*sqrt(kappa*t/pi) + v*t
s      void length = void volume / line cross-section
sigma0 initial uniform tension;  B  effective modulus, dc/c = -dsigma/B
kappa  = D*B*Omega/(kB*T), stress diffusivity;  D  effective atom diffusivity
v      = D*F/(kB*T) = kappa*G/B, drift speed;  F = Z*e*rho*j, wind force
G      = F/Omega, stress gradient that would balance the wind
Internal units: nm, s, MPa, eV, K.
The reference is a finite-volume solution of the atom conservation law.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import erf, erfc

HOUR = const.hour
KB = const.k / const.e                  # eV/K
MPA_NM3 = 1e-21 / const.e               # eV in one MPa nm^3

# Rough parameters, regime of a copper interconnect in an accelerated test
temperature = 523.0                     # K
use_temperature = 378.0                 # K
activation_energy = 0.9                 # eV
diffusivity_cm2 = 1e-13                 # cm2/s
atom_volume = 0.0118                    # nm3
modulus = 20000.0                       # MPa
tension = 150.0                         # MPa
charge_number = 1.0
resistivity = 4.0                       # microohm cm
current_density = 3.0                   # MA/cm2
width = 400.0                           # nm, square cross-section
line_length = 1e5                       # nm
surface_energy = 1.7                    # J/m2
oxide_thickness = 1000.0                # nm
oxide_conductivity = 1.0                # W/(m K)

thermal = KB * temperature
diffusivity = diffusivity_cm2 * 1e14    # nm2/s
force = charge_number * resistivity * current_density * 1e-7   # eV/nm
wind_gradient = force / (atom_volume * MPA_NM3)                # MPa/nm
kappa = diffusivity * modulus * atom_volume * MPA_NM3 / thermal
drift = diffusivity * force / thermal                         # nm/s
stress_exponent = atom_volume * MPA_NM3 / thermal              # 1/MPa


def relaxation_length(t):
    return 2 * tension / modulus * np.sqrt(kappa * t / np.pi)


def void_length(t):
    return relaxation_length(t) + drift * t


def grow(t_end, sigma0=tension, gradient=wind_gradient, b=modulus,
         length=line_length, exponent=0.0, moving=False,
         void_stress=lambda s: 0.0, seed=0.0):
    """Finite volumes; returns centres, stress, void length, growth rate.

    Coordinates start at the void edge; the far end is blocked.
    """
    n = 240
    faces = length * np.sinh(6 * np.linspace(0, 1, n + 1)) / np.sinh(6)
    centres = (faces[1:] + faces[:-1]) / 2
    cell = np.diff(faces)
    spacing = np.diff(centres)

    def rhs(t, y):
        stress = y[:-1]
        wall = void_stress(y[-1])
        at_face = np.concatenate(
            ([wall], (stress[1:] + stress[:-1]) / 2, [stress[-1]]))
        slope = np.concatenate(([(stress[0] - wall) / centres[0]],
                                np.diff(stress) / spacing, [-gradient]))
        flow = kappa * np.exp(exponent * at_face) * (slope + gradient)
        speed = flow[0] / b
        change = np.diff(flow) / cell
        if moving:
            change = change + speed * np.diff(at_face) / cell
        return np.append(change, speed)

    start = np.append(np.full(n, sigma0), seed)
    run = solve_ivp(rhs, (0, t_end), start, method="BDF",
                    rtol=1e-6, atol=1e-6, t_eval=[t_end])
    assert run.success
    final = run.y[:, -1]
    return centres, final[:-1], final[-1], rhs(t_end, final)[-1]


def close(value, reference, tolerance):
    assert abs(value / reference - 1) < tolerance, (value, reference)


# Crossover of the two growth terms
t_cross = 4 * tension**2 / (np.pi * kappa * wind_gradient**2)
s_cross = 8 * tension**2 / (np.pi * modulus * wind_gradient)
reach = np.sqrt(kappa * t_cross)

# Growth law, crossover, exponent and stress profile against the solver.
# Tolerances cover the finite cells (about 2.5 percent of the distance).
x, stress, s_full, rate = grow(t_cross)
close(s_full, s_cross, 0.004)
close(t_cross * rate / s_full, 0.75, 0.004)
near = x < 4 * reach
profile = tension * erf(x / (2 * reach))
profile_error = np.max(np.abs(stress - profile)[near]) / tension
assert profile_error < 0.004
s_early = grow(HOUR)[2]
close(s_early, void_length(HOUR), 0.02)  # first cells matter more early

# Each term alone, and no influence of the wind on the nearby profile
_, still_stress, s_still, _ = grow(t_cross, gradient=0.0)
close(s_still, relaxation_length(t_cross), 0.004)
assert np.max(np.abs(stress - still_stress)[near]) < 0.004 * tension
close(grow(t_cross, sigma0=0.0)[2], drift * t_cross, 0.004)

# Lost tension accounts for the relaxation part of the void
lost = quad(lambda z: tension * erfc(z / 2), 0, 20)[0] * reach / modulus
close(lost, relaxation_length(t_cross), 1e-8)

# Interior void: two sides with opposite wind
s_left = grow(t_cross, gradient=-wind_gradient)[2]
s_interior = s_full + s_left
close(s_interior, 2 * relaxation_length(t_cross), 0.004)

# Finite line, short enough for the far end to be felt
short = 2 * reach
rate_short = grow(t_cross, length=short)[3]
slope_short = (tension / np.sqrt(np.pi * kappa * t_cross)
               * (1 - 2 * np.exp(-short**2 / (kappa * t_cross)))
               + wind_gradient * (1 - 2 * erfc(short / (2 * reach))))
close(rate_short, kappa * slope_short / modulus, 0.004)
assert rate_short < 0.9 * rate


# Receding edge without wind
def edge_number(ratio):
    return brentq(lambda q: np.sqrt(np.pi) * q * np.exp(q * q) * erfc(q)
                  - ratio, 0, 2)


s_soft = grow(t_cross, gradient=0.0, b=5 * tension, moving=True)[2]
close(s_soft, 2 * edge_number(0.2) * reach, 0.006)
ratio = tension / modulus
edge_change = 2 * edge_number(ratio) * np.sqrt(np.pi) / (2 * ratio) - 1
assert abs(edge_change - 2 * ratio / np.pi) < ratio**2

# Constant capillary stress at the void
s_wall = grow(t_cross, void_stress=lambda s: 50.0)[2]
close(s_wall, relaxation_length(t_cross) * (1 - 50 / tension)
      + drift * t_cross, 0.004)

# Stress-dependent diffusivity: similarity solution checks the solver
beta = stress_exponent * tension


def far_stress(p0):
    def ode(z, y):
        slope = y[1] * np.exp(-beta * y[0])
        return [slope, -2 * z * slope]
    return solve_ivp(ode, (0, 8), [0, p0], rtol=1e-9, atol=1e-11).y[0, -1]


p_wall = brentq(lambda p: far_stress(p) - 1, 0.5, 4)
s_exp_still = grow(t_cross, gradient=0.0, exponent=stress_exponent)[2]
close(s_exp_still, ratio * p_wall * reach, 0.006)

# Sizes of neglected effects at the crossover time
gamma = surface_energy * 1000           # MPa nm
critical_radius = 2 * gamma / tension
seed_radius = 2 * critical_radius
seed_length = 4 * np.pi * seed_radius**3 / (3 * width**2)


def round_radius(s):
    return (3 * width**2 * s / (4 * np.pi)) ** (1 / 3)


def capillary(s):
    return 2 * gamma / round_radius(s)


s_exp = grow(t_cross, exponent=stress_exponent)[2]
s_moving = grow(t_cross, moving=True)[2]
s_cap = grow(t_cross, void_stress=capillary, seed=seed_length)[2]
s_all = grow(t_cross, exponent=stress_exponent, moving=True,
             void_stress=capillary, seed=seed_length)[2]
far_loss = 2 * erfc(line_length / (2 * reach))
touch_length = np.pi * width / 6        # sphere of diameter = width
t_touch = brentq(lambda t: void_length(t) - touch_length, 1, 1e8)

heat = (resistivity * 1e-8) * (current_density * 1e10)**2 * (width * 1e-9)**2
conductance = oxide_conductivity * (width / oxide_thickness + 0.88)
heating = heat / conductance


def diffusivity_ratio(t_new):
    return np.exp(activation_energy / KB * (1 / temperature - 1 / t_new))


kappa_use_ratio = diffusivity_ratio(use_temperature) \
    * temperature / use_temperature


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("temperature", temperature, "K")
show("effective diffusivity D", diffusivity_cm2, "cm2/s")
show("atomic volume", atom_volume, "nm3")
show("effective modulus B", modulus, "MPa", 5)
show("initial tension", tension, "MPa")
show("effective charge number Z", charge_number)
show("resistivity", resistivity, "microohm cm")
show("current density", current_density, "MA/cm2")
show("line width and thickness", width, "nm")
show("line length", line_length, "nm", 6)
show("thermal energy kB*T", thermal, "eV")
show("wind force F", force, "eV/nm")
show("balancing stress gradient G", wind_gradient, "MPa/nm")
show("stress diffusivity kappa", kappa * 1e-14, "cm2/s")
show("drift speed v", drift * HOUR, "nm/h")
show("length sigma0/G", tension / wind_gradient, "nm")
show("time to diffuse one line width", width**2 / kappa / HOUR, "h", 3)
for hours in (1, 10, 50):
    t = hours * HOUR
    print(f"at {hours} h: relaxation {relaxation_length(t):.2f} nm, "
          f"drift {drift * t:.2f} nm, total {void_length(t):.2f} nm")
show("crossover time", t_cross / HOUR, "h")
show("crossover time, converted", t_cross, "s")
show("crossover void length, formula", s_cross, "nm")
show("crossover void length, converted", s_cross * 10, "angstrom")
show("crossover void length, solver", s_full, "nm")
show("diffusion length sqrt(kappa*t) at crossover", reach, "nm")
show("growth exponent at crossover, solver", t_cross * rate / s_full)
show("largest profile error / sigma0", profile_error, "", 2)
show("interior void at crossover time, solver", s_interior, "nm")
print("neglected effects, void length at crossover time from solver:")
show("sigma0*Omega/(kB*T)", beta, "", 3)
show("with stress-dependent diffusivity", s_exp, "nm")
show("with receding edge", s_moving, "nm")
show("surface energy", surface_energy, "J/m2")
show("critical void radius", critical_radius, "nm", 3)
show("seed void radius", seed_radius, "nm", 3)
show("seed void length", seed_length, "nm", 3)
show("with capillary stress, seed included", s_cap, "nm")
show("capillary stress at the end of that run", capillary(s_cap), "MPa", 3)
show("with all three, seed included", s_all, "nm")
show("all three, relative change", 100 * (s_all / s_full - 1), "%", 3)
show("far-end loss of wind slope, fraction", far_loss, "", 2)
show("void length when a sphere touches the walls", touch_length, "nm")
show("time of touching, formula", t_touch / HOUR, "h")
show("oxide thickness", oxide_thickness, "nm")
show("oxide thermal conductivity", oxide_conductivity, "W/(m K)")
show("Joule heating of the line", heating, "K", 2)
show("diffusivity factor from heating",
     diffusivity_ratio(temperature + heating), "", 3)
show("activation energy", activation_energy, "eV")
show("temperature of use", use_temperature, "K")
show("kappa at use / kappa at test", kappa_use_ratio, "", 3)
show("crossover time at use, same stress and field",
     t_cross / kappa_use_ratio / HOUR, "h", 3)
print("no test failed")
```

Output:

```
temperature: 523 K
effective diffusivity D: 1e-13 cm2/s
atomic volume: 0.0118 nm3
effective modulus B: 20000 MPa
initial tension: 150 MPa
effective charge number Z: 1
resistivity: 4 microohm cm
current density: 3 MA/cm2
line width and thickness: 400 nm
line length: 100000 nm
thermal energy kB*T: 0.04507 eV
wind force F: 1.2e-06 eV/nm
balancing stress gradient G: 0.01629 MPa/nm
stress diffusivity kappa: 3.268e-12 cm2/s
drift speed v: 0.9585 nm/h
length sigma0/G: 9206 nm
time to diffuse one line width: 0.136 h
at 1 h: relaxation 9.18 nm, drift 0.96 nm, total 10.14 nm
at 10 h: relaxation 29.03 nm, drift 9.59 nm, total 38.61 nm
at 50 h: relaxation 64.91 nm, drift 47.93 nm, total 112.84 nm
crossover time: 91.72 h
crossover time, converted: 3.302e+05 s
crossover void length, formula: 175.8 nm
crossover void length, converted: 1758 angstrom
crossover void length, solver: 175.8 nm
diffusion length sqrt(kappa*t) at crossover: 1.039e+04 nm
growth exponent at crossover, solver: 0.75
largest profile error / sigma0: 3.6e-05
interior void at crossover time, solver: 175.8 nm
neglected effects, void length at crossover time from solver:
sigma0*Omega/(kB*T): 0.245
with stress-dependent diffusivity: 192.6 nm
with receding edge: 176.6 nm
surface energy: 1.7 J/m2
critical void radius: 22.7 nm
seed void radius: 45.3 nm
seed void length: 2.44 nm
with capillary stress, seed included: 165.5 nm
capillary stress at the end of that run: 18.4 MPa
with all three, seed included: 185.4 nm
all three, relative change: 5.44 %
far-end loss of wind slope, fraction: 2e-11
void length when a sphere touches the walls: 209.4 nm
time of touching, formula: 115.6 h
oxide thickness: 1000 nm
oxide thermal conductivity: 1 W/(m K)
Joule heating of the line: 4.5 K
diffusivity factor from heating: 1.19
activation energy: 0.9 eV
temperature of use: 378 K
kappa at use / kappa at test: 0.000652
crossover time at use, same stress and field: 1.41e+05 h
no test failed
```
